# Eigenvalue Slopes and Picture Change in Exact One-Electron Decoupling

An electron is bound to a bare nucleus of charge $Z=80$. We want the average of $1/r$, which fixes how the electron's energy responds when the nuclear charge is changed slightly. The Dirac equation answers this with a four-component wave function. Suppose, however, that the Hamiltonian has been reduced to two components by a unitary transformation that separates positive from negative energies. There are then two plausible routes. One adds $\lambda/r$ to the potential, repeats the whole reduction for each $\lambda$, and differentiates the energy. The other transforms the operator $1/r$ once, at $\lambda=0$, and takes its expectation value.

The first route lets the transformation change with $\lambda$; the second ignores that change. Why should they agree?

Hartree atomic units are used, and the rest energy is subtracted, so negative-energy states lie near or below $-2c^2$. A prime denotes $d/d\lambda$ at $\lambda=0$ unless another point is stated.

## 1. Two levels

Take one upper and one lower basis state with a real coupling $k$:

$$
h=\begin{pmatrix}u&k\\k&l-2c^2\end{pmatrix},\qquad \Delta=u-l+2c^2>0 .
$$

The perturbation changes the potential energies, $u\to u+\lambda a$ and $l\to l+\lambda b$, and leaves $k$ alone. A rotation with rows $(\cos\theta,\sin\theta)$ and $(-\sin\theta,\cos\theta)$ gives the upper diagonal element

$$
h_+=u\cos^2\theta+(l-2c^2)\sin^2\theta+2k\sin\theta\cos\theta
$$

and the off-diagonal element

$$
h_{+-}=k\cos2\theta-\tfrac12\Delta\sin2\theta .
$$

Decoupling means $h_{+-}=0$, or $\tan2\theta=2k/\Delta$. We take the branch $\cos2\theta>0$, which makes $h_+$ the upper eigenvalue.

The slope has an explicit part and a part from the changing angle:

$$
h_+'=a\cos^2\theta+b\sin^2\theta+\theta'\,\frac{\partial h_+}{\partial\theta}.
$$

Differentiating $h_+$ at fixed $u,l,k$ gives

$$
\frac{\partial h_+}{\partial\theta}=-\Delta\sin2\theta+2k\cos2\theta=2h_{+-}=0 .
$$

The angle drops out because the decoupling condition is also the condition that $h_+$ be stationary in $\theta$. What remains, $a\cos^2\theta+b\sin^2\theta$, is the upper diagonal element of the transformed perturbation.

The angle itself does respond. With $\Omega=\sqrt{\Delta^2+4k^2}$ we have $\cos2\theta=\Delta/\Omega$ and $\sin2\theta=2k/\Omega$. Differentiating $2k\cos2\theta=\Delta\sin2\theta$, with $\Delta'=a-b$, gives

$$
-4k\theta'\sin2\theta=(a-b)\sin2\theta+2\Delta\theta'\cos2\theta .
$$

Collecting the terms in $\theta'$, whose total coefficient is $2(\Delta^2+4k^2)/\Omega=2\Omega$, we find

$$
\theta'=-\frac{(a-b)k}{\Omega^2}.
$$

**Limits.** If $k\to0$, then $\theta\to0$ and the slope is $a$, as it must be for an uncoupled upper state. If $a=b$, the perturbation shifts both levels equally; the slope is $a$ and $\theta'=0$. As a further check, the eigenvalue is $\varepsilon=\tfrac12(u+l-2c^2+\Omega)$, so

$$
\varepsilon'=\tfrac12(a+b)+\frac{\Delta}{2\Omega}(a-b)=a\cos^2\theta+b\sin^2\theta .
$$

## 2. Many levels: building the transformation

Now let the upper and lower components each be expanded in $n$ orthonormal functions that do not depend on $\lambda$:

$$
h(\lambda)=\begin{pmatrix}V_u&\Pi\\\Pi^\dagger&V_l-2c^2\end{pmatrix}+\lambda W,\qquad
W=\begin{pmatrix}W_u&0\\0&W_l\end{pmatrix}.
$$

Here $\Pi$ represents $c\,\boldsymbol\sigma\cdot\mathbf p$, and $W$ is Hermitian. Because $W$ is added to the potential, it appears in both diagonal blocks.

Assume that $n$ eigenvalues are separated by a gap from the $n$ negative-energy ones. Put their eigenvectors in the columns of $\binom AB$ and their energies in the diagonal matrix $E$. If $A$ is invertible, define $X=BA^{-1}$, which turns the upper part of a positive-energy state into its lower part. The eigenvalue equation becomes

$$
h\binom1X=\binom1X M,\qquad M=AEA^{-1}.
$$

For an attractive potential, $A$ is invertible when all positive-energy levels lie above $-2c^2$. If $Aa=0$ for some $a\ne0$, the positive-energy space would contain the purely lower vector $\binom0{Ba}$. Its mean energy would be a mean of $V_l-2c^2$, hence at most $-2c^2$, which is a contradiction.

With $R=(1+X^\dagger X)^{-1/2}$ and $\bar R=(1+XX^\dagger)^{-1/2}$, set

$$
U=\begin{pmatrix}R&RX^\dagger\\-\bar RX&\bar R\end{pmatrix}.
$$

The rows are normalized, since $R(1+X^\dagger X)R=1$ and $\bar R(1+XX^\dagger)\bar R=1$. They are mutually orthogonal, since $R(-X^\dagger+X^\dagger)\bar R=0$. Thus $U$ is unitary. It also decouples:

$$
(UhU^\dagger)_{-+}=\bar R(-X,\,1)\,h\binom1X R=\bar R(-X+X)MR=0 .
$$

The other off-diagonal block is its adjoint. Therefore

$$
H\equiv UhU^\dagger=\begin{pmatrix}h_+&0\\0&h_-\end{pmatrix}.
$$

We need $U$ to be differentiable. While the gap stays open, the projector $P$ onto the positive-energy space is a smooth function of $\lambda$. Its blocks are $P_{uu}=AA^\dagger$ and $P_{lu}=BA^\dagger$, so $X=P_{lu}P_{uu}^{-1}$ is smooth where $A$ is invertible. The inverse square roots are smooth too, because their arguments are at least 1.

**Limit.** Let $c\to\infty$ with the matrices $V_u$, $V_l$ and $\Pi/c$ fixed. The lower row of the equation for $X$, with $M=V_u+\Pi X$ from the upper row, is

$$
\Pi^\dagger+(V_l-2c^2)X=X(V_u+\Pi X).
$$

The leading balance gives $X\simeq\Pi^\dagger/(2c^2)$, which is of order $1/c$. Hence $R\to1$, and the upper block of the transformed perturbation tends to $W_u$. The difference between the transformed block and $W_u$, called the picture change, disappears in the nonrelativistic limit.

## 3. Letting the transformation respond

Write $U'=KU$, so that $K=U'U^\dagger$. Differentiating $UU^\dagger=1$ gives $K+K^\dagger=0$, and therefore $(U^\dagger)'=U^\dagger K^\dagger=-U^\dagger K$. The product rule gives

$$
H'=U'hU^\dagger+UWU^\dagger+Uh(U^\dagger)'
=\widetilde W+KH-HK,\qquad \widetilde W=UWU^\dagger .
$$

Since $H$ is block diagonal, the positive-energy block is

$$
h_+'=\widetilde W_{++}+K_{++}h_+-h_+K_{++}
=\widetilde W_{++}+[K_{++},h_+].
$$

This is an operator equation, and in general its commutator is not zero. The single upper state of Section 1 hid this term, because a $1\times1$ matrix commutes with every other.

Now let $h_+\phi=\varepsilon\phi$ at $\lambda=0$, with $\phi^\dagger\phi=1$ and $\varepsilon$ nondegenerate. Differentiate $\varepsilon=\phi^\dagger h_+\phi$ along the normalized eigenvector:

$$
\varepsilon'=\varepsilon(\phi^\dagger\phi)'+\phi^\dagger h_+'\phi=\phi^\dagger h_+'\phi .
$$

The first term vanishes because the norm is constant. In the second, $h_+$ acts to the right or to the left on its own eigenvector:

$$
\phi^\dagger[K_{++},h_+]\phi
=\varepsilon\,\phi^\dagger K_{++}\phi-\varepsilon\,\phi^\dagger K_{++}\phi=0 .
$$

Consequently

$$
\boxed{\;\varepsilon'=\phi^\dagger\,(UWU^\dagger)_{++}\,\phi\;}
$$

with $U$ and $\phi$ both taken at $\lambda=0$. "No response of the transformation" means that the response is not needed for this number. It does not mean that $U'=0$.

Two conditions did the work. First, the decoupling must be exact at $\lambda=0$, because the positive block of $KH-HK$ was evaluated with $H$ block diagonal there. A leftover coupling of order $\lambda$ away from that point does not change the slope, since it shifts the eigenvalue only at order $\lambda^2$; the frozen transformation of Section 6 is an example. If a scheme left $H_{+-}\ne0$ at $\lambda=0$, the positive block would contain the extra term $K_{+-}H_{-+}-H_{+-}K_{-+}$, whose expectation value need not vanish. Second, $\phi$ is an eigenvector of $h_+$ itself, which guarantees that the expectation value of the commutator vanishes.

The mixed block shows how $U$ must respond. Since $H_{+-}=0$ for every $\lambda$,

$$
0=\widetilde W_{+-}+K_{+-}h_--h_+K_{+-}.
$$

Between a positive-energy eigenstate $i$ and a negative-energy eigenstate $n$ this reads

$$
K_{in}=\frac{\widetilde W_{in}}{\varepsilon_i-\varepsilon_n}.
$$

**Limits.** For the two-level model, $\widetilde W_{+-}=-\tfrac12(a-b)\sin2\theta=-(a-b)k/\Omega$ and the gap is $\Omega$. The formula returns $K_{+-}=\theta'$, as found before. For a uniform shift, $W=1$, the eigenvectors do not change, so $K=0$, $\widetilde W=1$ and $\varepsilon'=1$.

## 4. A degenerate level

If several states share the energy $\varepsilon$, the perturbation may split them. The matrix $h_+$ is analytic in real $\lambda$, so its eigenvectors $\phi_a(\lambda)$ can be chosen orthonormal and differentiable through $\lambda=0$. Differentiate $h_+\phi_a=\varepsilon_a\phi_a$ and project onto another member $\phi_b$ of the level:

$$
\phi_b^\dagger h_+'\phi_a+\varepsilon\,\phi_b^\dagger\phi_a'
=\varepsilon_a'\delta_{ba}+\varepsilon\,\phi_b^\dagger\phi_a' .
$$

The terms in $\phi_a'$ cancel. The commutator contributes $(\varepsilon-\varepsilon)\phi_b^\dagger K_{++}\phi_a=0$, so

$$
\phi_b^\dagger\widetilde W_{++}\phi_a=\varepsilon_a'\delta_{ba}.
$$

The slopes are therefore the eigenvalues of $\widetilde W_{++}$ restricted to the level. An expectation value in an arbitrarily chosen member need not be a slope.

**Test.** In a complex $6\times6$ model with a doubly degenerate positive level, the slopes obtained by repeated decoupling are $-2.268159$ and $-0.096271$. The eigenvalues of the $2\times2$ block agree to all digits shown. For a one-member level the rule reduces to the boxed result.

## 5. The ion with $Z=80$

The nucleus is a point charge. The upper component is expanded in 28 s-type Gaussians $g$, and the lower component in the functions $(\boldsymbol\sigma\cdot\mathbf p)g/(2c)$. The 1s level is a pair with two values of $m_j$. A spherical perturbation does not mix them, so we keep one value and treat the level as nondegenerate.

Take $W=1/r$. Adding $\lambda/r$ to $-Z/r$ lowers the nuclear charge from $Z$ to $Z-\lambda$. The exact 1s energy is then

$$
\varepsilon(\lambda)=c^2\left[\sqrt{1-\frac{(Z-\lambda)^2}{c^2}}-1\right],
$$

and differentiation at $\lambda=0$ gives

$$
\varepsilon'=\frac Z\gamma,\qquad \gamma=\sqrt{1-\frac{Z^2}{c^2}} .
$$

With $c=137.036$, $\gamma=0.811906$ and the exact slope is $80/0.811906=98.5336$ hartree per unit $\lambda$. Decoupling afresh at several values of $\lambda$ and differentiating gives $98.5335$ hartree. The expectation value of the operator transformed once gives $98.5335$ hartree as well, or $2681.2$ eV. The difference from the exact value is about one part in a million of the slope and measures the error of the finite basis.

The same number can be read in four-component language. Define

$$
\Psi=U^\dagger\binom\phi0=\binom{R\phi}{XR\phi}.
$$

Then $h\Psi=U^\dagger H\binom\phi0=\varepsilon\Psi$, so $\Psi$ is the normalized Dirac eigenvector. Also

$$
\phi^\dagger\widetilde W_{++}\phi=\Psi^\dagger W\Psi,\qquad
\widetilde W_{++}=R(W_u+X^\dagger W_lX)R .
$$

The upper component contributes $89.267$ hartree and the lower component $9.267$ hartree, which add to the required $98.53$ hartree.

If the two-component function $\phi$ is combined with the original upper block $W_u$, the result is instead $110.17$ hartree. The picture-change error is

$$
110.17-98.53=11.64\ \text{hartree},
$$

or $11.8\%$ of the correct value. This size belongs to the $U$ of Section 2. Exact decoupling does not fix $U$ uniquely, because any block-diagonal unitary matrix multiplied onto $U$ from the left also decouples $h$, and it changes $\phi$. If the free-particle transformation is applied first and the remainder is then decoupled exactly by the construction of Section 2, the untransformed value is $111.28$ hartree and the error is $12.75$ hartree ($12.9\%$), while the transformed expectation value stays at $98.53$ hartree. Leaving out the response of $U$ is legitimate here; leaving out $U$ itself is not.

**Test with another shape.** For $W=e^{-\eta r^2}$ with $\eta=6400\ \text{bohr}^{-2}$, repeated decoupling, the transformed expectation value and direct integration over the exact Dirac density all give $0.34341$. The agreement is not special to a perturbation proportional to the nuclear potential.

## 6. Where the response becomes visible

Between two different eigenstates of $h_+$, the operator equation of Section 3 gives

$$
(h_+')_{ij}=\widetilde W_{ij}+K_{ij}(\varepsilon_j-\varepsilon_i).
$$

For the 1s and 2s states, with energies $-3532.19$ and $-904.85$ hartree (their difference before rounding is $2627.35$ hartree) and with the relative sign of the two eigenvectors chosen so that $\widetilde W_{12}>0$, $K_{12}=-1.2730\times10^{-5}$. The response term is

$$
(-1.2730\times10^{-5})(2627.35)\simeq-0.0334\ \text{hartree}.
$$

The transformed operator has the element $24.1194$ hartree, and the derivative of $h_+$ has $24.0860$ hartree. Their difference is the response term. The two operators differ, although their diagonal elements in the eigenstates of $h_+$ agree. The last digits carry the error of the 28-function basis: larger bases give $2627.34$, $24.1193$ and $24.0859$ hartree and leave $K_{12}$ and the response term unchanged. The element $\widetilde W_{12}$ is a four-component matrix element and does not depend on the choice of $U$, but $K_{++}$ does: the two-step decoupling mentioned in Section 5 gives $K_{12}=+1.04\times10^{-7}$ and a response term of only $+0.0003$ hartree.

The second derivative shows another limit of the frozen transformation. Rotate $h(\lambda)$ with the fixed matrix $U(0)$. No information is lost, and the Hamiltonian becomes

$$
\begin{pmatrix}h_+(0)&0\\0&h_-(0)\end{pmatrix}+\lambda\widetilde W .
$$

To first order in $\lambda$, state $i$ acquires the amplitude $\lambda\widetilde W_{ki}/(\varepsilon_i-\varepsilon_k)$ of each other state $k$. At any $\lambda$, the slope of the full eigenvalue is the expectation value of $\widetilde W$ in the current eigenvector. Differentiating that expectation value once more gives

$$
\varepsilon_i''=2\sum_{\substack{j\in+\\j\ne i}}\frac{|\widetilde W_{ij}|^2}{\varepsilon_i-\varepsilon_j}
+2\sum_{n\in-}\frac{|\widetilde W_{in}|^2}{\varepsilon_i-\varepsilon_n}.
$$

The two-component Hamiltonian $h_+(0)+\lambda\widetilde W_{++}$ contains the first sum and omits the second. It has the right slope, but its curvature is wrong whenever some $\widetilde W_{in}$ is nonzero. Each omitted term is nonnegative, because $\varepsilon_i>\varepsilon_n$.

**Test.** For $W=1/r$ in the 1s state, the frozen Hamiltonian gives $-1.9112$ hartree and the negative-energy sum is $0.0428$ hartree. Together they give

$$
-1.9112+0.0428=-1.8684\ \text{hartree}.
$$

Repeated decoupling gives $-1.8684$ hartree. The exact formula, obtained by differentiating $(Z-\lambda)/\sqrt{1-(Z-\lambda)^2/c^2}$, is $-1/\gamma^3=-1.8685$ hartree. The omitted part is $2.3\%$ of the magnitude of the full second derivative.

## 7. Adding a second electron

Put two electrons in the 1s shell and treat them by Hartree–Fock. Use the decoupled one-electron matrix $h_+$, but leave the Coulomb repulsion untransformed. With $J$ the Coulomb operator of the occupied orbital, the energy and orbital equation are

$$
E=2\phi^\dagger h_+\phi+\phi^\dagger J\phi,\qquad (h_++J)\phi=\eta_{\mathrm F}\phi .
$$

The orbital depends on $\lambda$, and so does $J$ through the orbital. Differentiating the repulsion energy gives $2(\phi'^\dagger J\phi+\phi^\dagger J\phi')$, since each of the two equal charge densities changes. The total orbital contribution to $E'$ is therefore

$$
2\left[\phi'^\dagger(h_++J)\phi+\phi^\dagger(h_++J)\phi'\right]
=2\eta_{\mathrm F}(\phi^\dagger\phi)'=0 .
$$

The explicit change of $h_+$ remains:

$$
E'=2\phi^\dagger\widetilde W_{++}\phi+2\phi^\dagger[K_{++},h_+]\phi .
$$

This time $\phi$ is an eigenvector of $h_++J$, not of $h_+$. Substituting $h_+\phi=(\eta_{\mathrm F}-J)\phi$ on both sides of the commutator gives

$$
2\phi^\dagger[K_{++},h_+]\phi=2\phi^\dagger[J,K_{++}]\phi ,
$$

which need not vanish. The response can survive because the second condition of Section 3 fails: the orbital is an eigenvector of $h_++J$, whereas the argument that cancelled the commutator used an eigenvector of the decoupled block $h_+$ itself.

**Test and limit.** For $W=1/r$, the energy slope with repeated decoupling is $195.9014$ hartree, while the transformed expectation value is $195.8974$ hartree. The difference, $0.0040$ hartree, agrees with the separately evaluated commutator term. It is about $2\times10^{-5}$ of the slope for this ion, this perturbation, this mean-field model and the $U$ of Section 2. Larger bases raise both numbers by $0.0002$ hartree and leave their difference unchanged. Because the repulsion is left untransformed, the model itself depends on the choice of $U$: with the two-step decoupling mentioned in Section 5 the slope is about $195.883$ hartree and the difference is $-0.00008$ hartree. If the repulsion is switched off, $J=0$, the commutator term vanishes and each electron again obeys the one-electron result. The numerical check makes these comparisons by decoupling the Dirac matrix anew at each perturbation strength.

## Calculated quantities

```
nuclear charge Z: 80
speed of light c: 137.035999 a.u.
gam = sqrt(1-Z^2/c^2): 0.811906
number of s Gaussians: 28
exponent ratio: 2.2
smallest exponent: 38.400 bohr^-2
largest exponent: 6.757e+10 bohr^-2
step in lam for W=1/r: 0.50
1s energy, basis: -3532.1914 hartree
1s energy, exact Dirac: -3532.1921 hartree
2s energy, basis: -904.8462 hartree
2s energy, exact Dirac: -904.8478 hartree
W = 1/r; slopes in hartree per unit lam
slope, re-decoupled at each lam: 98.533480 hartree
transformed expectation: 98.533481 hartree
transformed expectation: 2681.233 eV
four-component expectation: 98.533481 hartree
exact Dirac slope Z/gam: 98.533576 hartree
upper-component part: 89.2667 hartree
lower-component part: 9.2668 hartree
untransformed operator with phi: 110.1685 hartree
picture-change error: 11.6350 hartree
relative error: 11.808 percent
1s-2s matrix elements for W = 1/r
derivative of h_plus: 24.085950 hartree
transformed operator: 24.119397 hartree
response K12*(e2-e1): -0.033447 hartree
K12: -1.2730e-05
largest mixed-block |K|: 2.7748e-04
second derivatives of the 1s energy, W = 1/r
re-decoupled: -1.86844 hartree
exact Dirac -1/gam^3: -1.86846 hartree
frozen transformation: -1.91122 hartree
negative-energy sum: 0.04279 hartree
W = exp(-eta r^2)
eta: 6400 bohr^-2
step in lam: 5.0 hartree
slope, re-decoupled: 0.3434131
transformed expectation: 0.3434131
exact Dirac density: 0.3434132
degenerate model, dimensionless
slopes: -2.268159, -0.096271
eigenvalues of W block: -2.268159, -0.096271
two-electron ion, Hartree-Fock, W = 1/r
total energy: -7002.5124 hartree
slope, re-decoupled: 195.901415 hartree
transformed expectation: 195.897429 hartree
slope minus expectation: 0.003986 hartree
predicted response term: 0.003986 hartree
```
